# Why the Large-Component Block in X2C Stays Invertible as Z Approaches c: test program

```python
# Principal angles between the large-component space and the electronic subspace
# of the one-electron Dirac matrix in a restricted kinetically balanced basis.
# Orthonormal blocks H=[[A,B],[B^T,D]]; upper n eigenvectors (CL;CS); eps1=lambda_{n+1},
# d=lambda_max(D). sv(CL)=cos(theta), sv(X=CS CL^-1)=tan(theta). nu=Z/c,
# g=sqrt(kappa^2-nu^2), a=g+i nu. Claims under test:
#  eps1>d => cos^2(theta_max) >= (eps1-d)/(eps1-lambda_1) > 0;
#  point nucleus, tight-basis limit, kappa<0:
#  theta_inf = pi/4 + asin(nu/|kappa|)/2 + argGamma((1+a)/2) - argGamma(1+a/2),
#  finite at nu=1; the conditioning collapses only after the 1s level dives.
import numpy as np, mpmath as mp
from scipy import constants as sc
from scipy.linalg import cholesky, solve_triangular as tri, eigh, svdvals, eigvalsh
from scipy.special import gamma, betainc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from pyscf import gto, lib
from pyscf.x2c import x2c

c = 1/sc.alpha
EV = sc.physical_constants['Hartree energy in eV'][0]
ANG = sc.physical_constants['Bohr radius'][0]*1e10
lib.param.LIGHT_SPEED = c
mp.mp.dps = 20

def blocks(al, kap, Z, zeta=None):
    l = kap if kap > 0 else -kap-1
    p = al[:, None]+al[None, :]
    I = lambda q: gamma(q+.5)/(2*p**(q+.5))              # int r^2q exp(-p r^2)
    def J(q):                                            # same times -V/Z
        f = 1.0 if zeta is None else betainc(.5, q, zeta/(p+zeta))
        return gamma(q)/(2*p**q)*f
    b = l+1+kap
    def small(F):
        M = 4*np.outer(al, al)*F(l+2)
        return M+b*b*F(l)-2*b*p*F(l+1) if b else M
    S, G = I(l+1), small(I)
    ns, ng = np.diag(S)**-.5, np.diag(G)**-.5
    Sn, Gn = S*np.outer(ns, ns), G*np.outer(ng, ng)
    Ls, Lg = cholesky(Sn, lower=True), cholesky(Gn, lower=True)
    def orth(L, M):
        R = tri(L, tri(L, M, lower=True).T, lower=True)
        return (R+R.T)/2
    A = orth(Ls, -Z*J(l+1)*np.outer(ns, ns))
    D = orth(Lg, -Z*small(J)*np.outer(ng, ng))-2*c*c*np.eye(len(al))
    B = c*tri(Ls, (ns/ng)[:, None]*Lg, lower=True)
    return A, B, D, Sn, Ls, G*np.outer(ns, ns)

def solve(al, kap, Z, zeta=None):
    A, B, D, Sn, Ls, _ = blocks(al, kap, Z, zeta)
    n = len(al)
    e, U = eigh(np.block([[A, B], [B.T, D]]))
    CL, CS = U[:n, n:], U[n:, n:]
    co, si = svdvals(CL), svdvals(CS)[::-1]
    return dict(e=e, n=n, e1=e[n], d=eigvalsh(D)[-1], cos=co, tan=si/co,
                t1=np.linalg.norm(CS[:, 0])/np.linalg.norm(CL[:, 0]),
                raw=np.linalg.cond(tri(Ls.T, CL)), cS=np.linalg.cond(Sn))

def schur(al, kap, Z, zeta, E):
    A, B, D = blocks(al, kap, Z, zeta)[:3]
    one = np.eye(len(al))
    M = A-E*one+B@np.linalg.solve(E*one-D, B.T)
    return eigvalsh((M+M.T)/2)

def check_theorem(r):
    assert r['d'] < -2*c*c and r['e1'] > r['d'] and r['e'][r['n']-1] <= r['d']+1.0
    bound = np.sqrt((r['e1']-r['d'])/(r['e1']-r['e'][0]))
    assert r['cos'][-1] >= bound
    return bound

def tan_hyp(kap, nu, s):
    g = mp.sqrt(kap*kap-mp.mpf(nu)**2); a = mp.mpc(g, nu)
    mu = g+mp.mpc(.5, s); z = mp.mpc(2, 1e-30)
    F1, F2 = mp.hyp2f1(a, mu, 2*g+1, z), a/kap*mp.hyp2f1(a+1, mu, 2*g+1, z)
    return float(abs(F1+F2)/abs(F1-F2))

def theta_inf(kap, nu):
    a = mp.mpc(mp.sqrt(kap*kap-mp.mpf(nu)**2), nu)
    return float(mp.pi/4+mp.asin(nu/abs(kap))/2
                 + mp.im(mp.loggamma((1+a)/2)-mp.loggamma(1+a/2)))

def tan_ode(kap, nu, s):     # Gaussian-windowed Mellin integrals, Richardson in 1/R^2
    g = np.sqrt(kap*kap-nu*nu); z = .5+1j*s; r0 = 1e-7; q0 = (g+kap)/nu
    def f(r, y):
        w = r**(z-1); w1, w2 = w*np.exp(-(r/30)**2), w*np.exp(-(r/60)**2)
        return [-kap/r*y[0]+(1+nu/r)*y[1], kap/r*y[1]-(1+nu/r)*y[0],
                w1*y[0], w1*y[1], w2*y[0], w2*y[1]]
    h = r0**(z+g)/(z+g)
    y0 = np.array([r0**g, q0*r0**g, h, q0*h, h, q0*h], complex)
    y = solve_ivp(f, [r0, 330], y0, method='DOP853', rtol=1e-10, atol=1e-13).y[:, -1]
    return abs((4*y[5]-y[3])/(4*y[4]-y[2]))

print(f"c = {c:.6f} a.u., 2c^2 = {2*c*c*EV:.1f} eV")
# ---- free electron
als, alp = .5*3.0**np.arange(20), .5*3.0**np.arange(14)
bl = blocks(als, -1, 0.0)
pk = np.sqrt(eigh(bl[5], bl[3], eigvals_only=True))
fr = solve(als, -1, 0.0)
assert np.max(abs(fr['tan']-c*pk/(np.sqrt(c**4+c*c*pk**2)+c*c))) < 1e-5
print(f"free electron, 20s: tan_max = {fr['tan'][-1]:.5f}, cond = {fr['cos'][0]/fr['cos'][-1]:.5f}")

# ---- Ir76+, Gaussian nucleus
Z, mass = 77, 193
rms = (0.836*mass**(1/3)+0.570)*1e-5                     # angstrom
zeta = 1.5/(rms/ANG)**2
print(f"Ir76+: Z = {Z}, nu = {Z/c:.5f}, gamma = {np.sqrt(1-(Z/c)**2):.5f}, A = {mass}, r_rms = {rms:.4e} A")
print(f"basis ratio 3: min {als[0]/ANG**2:.4g}, s max {als[-1]/ANG**2:.4g}, p max {alp[-1]/ANG**2:.4g} A^-2")
alltan = []
for kap, al in ((-1, als), (1, alp), (-2, alp)):
    r = solve(al, kap, Z, zeta); bd = check_theorem(r)
    cond = r['cos'][0]/r['cos'][-1]
    assert np.sqrt(r['cS'])/cond <= r['raw'] <= np.sqrt(r['cS'])*cond
    for k in range(4):
        E = (r['e'][r['n']+k]+r['e'][r['n']+k+1])/2
        assert np.sum(schur(al, kap, Z, zeta, E) < 0) == k+1
    alltan += list(r['tan'])*(2*abs(kap))
    print(f" kappa {kap:+d}: eps1 = {r['e1']*EV:.1f} eV, d+2c^2 = {(r['d']+2*c*c)*EV:.1f} eV, lambda_1 = {r['e'][0]*EV:.4e} eV")
    print(f"   tan_min {r['tan'][0]:.5f} tan_max {r['tan'][-1]:.5f} theta_max {np.degrees(np.arctan(r['tan'][-1])):.3f} deg cos_min {r['cos'][-1]:.5f} bound {bd:.5f}")
    print(f"   tan(lowest state) {r['t1']:.5f} cond {cond:.5f} raw cond {r['raw']:.2f} sqrt(cond S) {np.sqrt(r['cS']):.2f}")
mol = gto.M(atom='Ir 0 0 0', charge=76, spin=1, verbose=0,
            basis={'Ir': [[0, [x, 1.]] for x in als]+[[1, [x, 1.]] for x in alp]})
mol.set_nuc_mod(0, zeta)
X = x2c.X2C(mol).get_xmat(mol)
Ls = cholesky(mol.intor('int1e_ovlp_spinor'), lower=True)
Lt = cholesky(mol.intor('int1e_spsp_spinor')/(4*c*c), lower=True)
tp = np.sort(svdvals(Lt.conj().T@tri(Ls, X.conj().T, lower=True).conj().T))
dev = np.max(abs(tp-np.sort(alltan)))
assert dev < 1e-5
print(f"PySCF X: {len(tp)} spinors, norm = {tp[-1]:.5f}, max deviation from radial tan = {dev:.1e}")

# ---- massless Mellin multiplier
for nu in (0.3, Z/c, 0.9, 1.0):
    assert abs(tan_hyp(-1, nu, 0)-np.tan(theta_inf(-1, nu))) < 1e-9
    assert abs(tan_hyp(-2, nu, 0)-np.tan(theta_inf(-2, nu))) < 1e-9
    assert theta_inf(-2, nu) < theta_inf(-1, nu)
    scan = [tan_hyp(-1, nu, s) for s in np.linspace(0, 6, 21)]
    assert np.argmax(scan) == 0 and 1/min(scan) < scan[0]
    for s in (0.4, 2.0):
        assert abs(tan_hyp(-1, nu, s)*tan_hyp(1, nu, s)-1) < 1e-9
for kap, nu, s in ((-1, .9, 0.), (-1, .9, .7), (1, .6, .3)):
    to, th = tan_ode(kap, nu, s), tan_hyp(kap, nu, s)
    assert abs(to-th) < 1e-4
    print(f"Mellin kappa {kap:+d} nu {nu} s {s}: ODE {to:.6f}, 2F1 {th:.6f}")
for s in (0., 1.):
    m = 2/np.pi*quad(lambda x: np.cos(s*x)*(1+2*np.sinh(x/2)**2*np.log(np.tanh(x/2)))
                     / (2*np.cosh(x/2)), 0, 18, limit=300)[0]
    sl = (tan_hyp(-1, 1e-3, s)-tan_hyp(-1, -1e-3, s))/2e-3
    assert abs(m-sl) < 1e-5
    if s == 0: assert abs(m-(2*np.log(2)-1)) < 1e-6
    print(f"first-order slope s = {s}: kernel quadrature {m:.6f}, 2F1 difference {sl:.6f}")
print("Ir tan(s), s=0,0.5,1,2,4:", " ".join(f"{tan_hyp(-1, Z/c, s):.4f}" for s in (0, .5, 1, 2, 4)))

# ---- point nucleus, nested bases; the limit is reached only as 1/(log range)^2
def et(top): return .1*2.5**np.arange(int(np.log(10*top)/np.log(2.5))+1)
bases = [et(1e12), et(1e18), et(1e24)]
print("nested s bases ratio 2.5, min %.4g A^-2, sizes %s, max A^-2 %s" % (
    .1/ANG**2, [len(b) for b in bases], " ".join(f"{b[-1]/ANG**2:.2e}" for b in bases)))
for nu in (.2, Z/c, .8, .9, .99, .999):
    g = np.sqrt(1-nu*nu); ti = np.tan(theta_inf(-1, nu))
    rs = [solve(b, -1, nu*c) for b in bases]
    t = [r['tan'][-1] for r in rs]
    for r in rs:
        check_theorem(r); assert r['t1'] <= r['tan'][-1] < 1.02*ti
    t1 = np.sqrt((1-g)/(1+g))
    if nu <= .9:
        assert abs(rs[1]['e1']/(c*c*(g-1))-1) < 5e-4 and abs(rs[1]['t1']/t1-1) < 1e-3
        assert t[0] < t[1] < t[2] and abs(ti-t[2]) < .15*(ti-1)
    assert t[2] > 1
    print(f"nu {nu:.4f} Z {nu*c:.2f}: gap exact {c*c*(1+g)*EV:.0f} eV, basis {(rs[1]['e1']+2*c*c)*EV:.0f} eV, tan 1s exact {t1:.5f} basis {rs[1]['t1']:.5f}")
    print(f"   tan_max {t[0]:.4f} {t[1]:.4f} {t[2]:.4f} limit {ti:.4f}; theta_inf {np.degrees(np.arctan(ti)):.3f} deg; cond {rs[2]['cos'][0]/rs[2]['cos'][-1]:.4f} limit {np.hypot(1, ti):.4f}")
r2, rp = solve(bases[2], -2, Z), solve(bases[2], 1, Z)
t2 = np.tan(theta_inf(-2, Z/c))
assert abs(r2['tan'][-1]-t2) < .15*(t2-1) and rp['tan'][-1] < t2
print(f"Ir point: kappa -2 tan_max {r2['tan'][-1]:.4f} limit {t2:.4f}; kappa +1 tan_max {rp['tan'][-1]:.4f}")
th = theta_inf(-1, 1.0)
print(f"nu = 1: argG((1+i)/2) {float(mp.im(mp.loggamma(.5+.5j))):.5f}, argG(1+i/2) {float(mp.im(mp.loggamma(1+.5j))):.5f} rad")
print(f"nu = 1: theta {np.degrees(th):.3f} deg, tan {np.tan(th):.5f}, cos {np.cos(th):.5f}, cond {1/np.cos(th):.5f}")

# ---- model charge on the same Gaussian nucleus, through the diving point
al = et(1e11)
Zcr = brentq(lambda z: schur(al, -1, z, zeta, -2*c*c)[0], 137, 200, xtol=1e-9)
assert abs(solve(al, -1, Zcr, zeta)['e1']+2*c*c) < .5
print(f"diving basis: {len(al)} s, max {al[-1]/ANG**2:.2e} A^-2; Z_cr = {Zcr:.3f}")
res = {}
for z in (77, c, 150, Zcr-2, Zcr+5):
    r = res[z] = solve(al, -1, z, zeta)
    if z < Zcr: check_theorem(r)
    print(f" Z {z:.2f}: eps1-d = {(r['e1']-r['d'])*EV:.1f} eV, cos_min {r['cos'][-1]:.5f}, cond {r['cos'][0]/r['cos'][-1]:.4g}, tan(lowest) {r['t1']:.4g}")
pre, post = res[Zcr-2], res[Zcr+5]
assert post['e1'] < post['d'] and np.sum(schur(al, -1, Zcr+5, zeta, -2*c*c) < 0) == 1
assert pre['cos'][-1] > .2 and pre['cos'][-1] > 20*post['cos'][-1] and post['t1'] > 20
print("OK")
```

Output:

```
c = 137.035999 a.u., 2c^2 = 1021997.9 eV
free electron, 20s: tan_max = 0.99769, cond = 1.41257
Ir76+: Z = 77, nu = 0.56190, gamma = 0.82721, A = 193, r_rms = 5.4012e-05 A
basis ratio 3: min 1.786, s max 2.075e+09, p max 2.847e+06 A^-2
 kappa -1: eps1 = -88255.1 eV, d+2c^2 = -1172.9 eV, lambda_1 = -2.4611e+08 eV
   tan_min 0.00412 tan_max 1.10998 theta_max 47.984 deg cos_min 0.66934 bound 0.06164
   tan(lowest state) 0.30731 cond 1.49399 raw cond 28.20 sqrt(cond S) 22.25
 kappa +1: eps1 = -22565.9 eV, d+2c^2 = -1686.6 eV, lambda_1 = -1.2567e+07 eV
   tan_min 0.00547 tan_max 0.89022 theta_max 41.676 deg cos_min 0.74692 bound 0.28250
   tan(lowest state) 0.15029 cond 1.33882 raw cond 10.04 sqrt(cond S) 9.48
 kappa -2: eps1 = -20574.9 eV, d+2c^2 = -1060.0 eV, lambda_1 = -1.1424e+07 eV
   tan_min 0.00548 tan_max 0.97120 theta_max 44.163 deg cos_min 0.71736 bound 0.29649
   tan(lowest state) 0.14335 cond 1.39397 raw cond 10.77 sqrt(cond S) 9.48
PySCF X: 124 spinors, norm = 1.10998, max deviation from radial tan = 8.1e-14
Mellin kappa -1 nu 0.9 s 0.0: ODE 1.536927, 2F1 1.536928
Mellin kappa -1 nu 0.9 s 0.7: ODE 1.284764, 2F1 1.284763
Mellin kappa +1 nu 0.6 s 0.3: ODE 0.794736, 2F1 0.794736
first-order slope s = 0.0: kernel quadrature 0.386294, 2F1 difference 0.386294
first-order slope s = 1.0: kernel quadrature 0.206321, 2F1 difference 0.206321
Ir tan(s), s=0,0.5,1,2,4: 1.2591 1.2068 1.1206 1.0331 1.0045
nested s bases ratio 2.5, min 0.3571 A^-2, sizes [33, 48, 63], max A^-2 1.94e+12 1.80e+18 1.68e+24
nu 0.2000 Z 27.41: gap exact 1011674 eV, basis 1011674 eV, tan 1s exact 0.10102 basis 0.10102
   tan_max 1.0700 1.0777 1.0795 limit 1.0809; theta_inf 47.226 deg; cond 1.4715 limit 1.4725
nu 0.5619 Z 77.00: gap exact 933701 eV, basis 933701 eV, tan 1s exact 0.30752 basis 0.30752
   tan_max 1.2263 1.2484 1.2540 limit 1.2591; theta_inf 51.542 deg; cond 1.6039 limit 1.6079
nu 0.8000 Z 109.63: gap exact 817598 eV, basis 817598 eV, tan 1s exact 0.50000 basis 0.50000
   tan_max 1.3657 1.4068 1.4182 limit 1.4293; theta_inf 55.022 deg; cond 1.7353 limit 1.7444
nu 0.9000 Z 123.33: gap exact 733738 eV, basis 733738 eV, tan 1s exact 0.62679 basis 0.62679
   tan_max 1.4437 1.5021 1.5194 limit 1.5369; theta_inf 56.950 deg; cond 1.8189 limit 1.8336
nu 0.9900 Z 135.67: gap exact 583084 eV, basis 584340 eV, tan 1s exact 0.86761 basis 0.86482
   tan_max 1.5378 1.6369 1.6742 limit 1.7187; theta_inf 59.808 deg; cond 1.9501 limit 1.9885
nu 0.9990 Z 136.90: gap exact 533846 eV, basis 547063 eV, tan 1s exact 0.95625 basis 0.92898
   tan_max 1.5497 1.6587 1.7047 limit 1.7758; theta_inf 60.615 deg; cond 1.9763 limit 2.0380
Ir point: kappa -2 tan_max 1.0660 limit 1.0665; kappa +1 tan_max 0.9955
nu = 1: argG((1+i)/2) -0.75073, argG(1+i/2) -0.24406 rad
nu = 1: theta 60.970 deg, tan 1.80181, cos 0.48527, cond 2.06071
diving basis: 31 s, max 3.10e+11 A^-2; Z_cr = 166.525
 Z 77.00: eps1-d = 934226.7 eV, cos_min 0.66934, cond 1.494, tan(lowest) 0.3073
 Z 137.04: eps1-d = 623240.0 eV, cos_min 0.61770, cond 1.619, tan(lowest) 0.7663
 Z 150.00: eps1-d = 440359.0 eV, cos_min 0.60321, cond 1.658, tan(lowest) 0.9748
 Z 164.52: eps1-d = 71015.6 eV, cos_min 0.58335, cond 1.714, tan(lowest) 1.259
 Z 171.52: eps1-d = -5.0 eV, cos_min 0.00000, cond 4.549e+07, tan(lowest) 456.3
OK
```
